# Why GW Makes a Single Electron Screen Itself on a Hubbard Dimer

**Q:** I measure photoemission, and I have been told that GW goes wrong even for one electron. What is the smallest system in which I can see this?

**A:** Two sites with one electron. The Hamiltonian is

$$H=-t\sum_\sigma\left(c_{1\sigma}^\dagger c_{2\sigma}+c_{2\sigma}^\dagger c_{1\sigma}\right)+U\sum_{i=1,2}n_{i\uparrow}n_{i\downarrow},$$

with hopping energy $t>0$ and on-site repulsion $U>0$. The hopping has two eigenstates: the bonding orbital $b=(1,1)/\sqrt2$ with energy $-t$, and the antibonding orbital $a=(1,-1)/\sqrt2$ with energy $+t$.

I put one spin-up electron into $b$. The spin-down choice has the same energy; I keep the pure spin-up state and do not average over the two.

**Q:** What should an exact photoemission calculation give?

**A:** One line. Removing the electron leaves the vacuum, whose energy is zero. The Green's function has its removal pole at the initial energy minus the final energy, $-t-0=-t$. I call minus the pole position the removal energy, so it is $t$. The vacuum is one state and has no excitations, so there can be no satellite.

For the full spin-up Green's function I also need the addition of a second up electron. It must go into $a$, because $b\!\uparrow$ is occupied. The repulsion acts between opposite spins, so the two-electron energy is $-t+t=0$, and the addition pole lies at $0-(-t)=t$. With $E=\hbar\omega$ as the variable and $\eta\to0^+$, the time-ordered functions are

$$G_{bb}^{\uparrow}=\frac{1}{E+t-i\eta},\qquad G_{aa}^{\uparrow}=\frac{1}{E-t+i\eta}.$$

Removal poles lie just above the real axis and addition poles just below it. These are the functions of the dimer without repulsion. The exact spin-up self-energy, including its Hartree part, is therefore zero for every $U$.

**Q:** Does GW fail already because the electron repels itself through the Hartree potential?

**A:** No. I use GW in its usual form, with an interaction that does not distinguish spins, as is natural for the Coulomb repulsion. Since $n_{i\sigma}^2=n_{i\sigma}$, we have $n_i^2=n_i+2n_{i\uparrow}n_{i\downarrow}$ with $n_i=n_{i\uparrow}+n_{i\downarrow}$, and so

$$U n_{i\uparrow}n_{i\downarrow}=\tfrac{U}{2}\left(n_i^2-n_i\right).$$

This is a density-density repulsion $U\delta_{ij}$ between all electrons. Its Hartree potential is $U\langle n_i\rangle=U/2$, because half an electron sits on each site. Its exchange part is $-U\langle n_{i\sigma}\rangle$: this is $-U/2$ for spin up and zero for spin down. The static sum is thus zero for spin up and $U/2$ for spin down. Hartree-Fock is exact for the spin-up spectrum here, and the fault must come from the screening.

The form of the interaction matters. In this on-site model I could instead keep a repulsion between opposite spins only. The up electron would then have no partner to interact with, and GW would give the exact spin-up result. The Coulomb repulsion acts between all electrons, whatever their spin, so I keep the spin-independent form to show what happens there.

**Q:** Then show me the screening. What is there to polarize?

**A:** The electron itself. In GW the polarizability is the bubble

$$P_{ij}(E)=-i\sum_\sigma\int\frac{dE'}{2\pi}\,G_{ij}^{\sigma}(E+E')\,G_{ji}^{\sigma}(E').$$

Because I integrate over energies and $G$ is an inverse energy, no separate factor of $\hbar$ appears.

Take spin down first. No down electron is present, so all poles of $G^\downarrow$ are addition poles below the real axis. The integrand falls off as $1/E'^2$, I close the contour in the upper half-plane, and the result is zero.

For spin up, let $s_{ij}=+1$ for $i=j$ and $-1$ for $i\ne j$. In the site basis

$$G_{ij}^\uparrow(E)=\frac12\,\frac{1}{E+t-i\eta}+\frac{s_{ij}}{2}\,\frac{1}{E-t+i\eta}.$$

The products $bb$ and $aa$ have both poles on one side of the axis and vanish. Two cross terms remain, each with the factor $s_{ij}/4$. Closing in the upper half-plane, the first gives

$$-i\int\frac{dE'}{2\pi}\frac{1}{(E+E'-t+i\eta)(E'+t-i\eta)}=\frac{1}{E-2t+i\eta},$$

from the pole at $E'=-t+i\eta$. In the second the orbitals are interchanged; the enclosed pole is $E'=-E-t+i\eta$, and the result is $-1/(E+2t-i\eta)$. Their sum, with $\eta$ suppressed, is

$$P_{ij}=\frac{s_{ij}}{4}\left[\frac{1}{E-2t}-\frac{1}{E+2t}\right]=\frac{s_{ij}\,t}{E^2-4t^2}.$$

The electron we are about to remove supplies the whole polarizability.

**Q:** How does that change the interaction?

**A:** Through $W=U+UPW$, or $W=(1-UP)^{-1}U$ as a matrix. The matrix $s_{ij}$ has eigenvalue 0 for the uniform vector $(1,1)$ and 2 for the vector $(1,-1)$. A uniform potential is not screened. In the other channel $P$ has the eigenvalue $2t/(E^2-4t^2)$, hence

$$W_-=\frac{U}{1-\dfrac{2Ut}{E^2-4t^2}}=U\,\frac{E^2-4t^2}{E^2-h^2},\qquad h=\sqrt{4t^2+2Ut}.$$

Writing $E^2-4t^2=(E^2-h^2)+2Ut$ gives $W_-=U+2U^2t/(E^2-h^2)$. The projector onto $(1,-1)/\sqrt2$ is $s_{ij}/2$, so

$$W_{ij}=U\delta_{ij}+s_{ij}\frac{U^2t}{E^2-h^2}.$$

The second term is the field of the induced charge. With $g^2=U^2t/(2h)$ it becomes

$$s_{ij}\,g^2\left[\frac{1}{E-h+i\eta}-\frac{1}{E+h-i\eta}\right],$$

because the bracket equals $2h/(E^2-h^2)$. It describes an excitation of energy $h$ coupled to the electron with strength $g$.

There is already a self-interaction in $h$. The true excitation moves the one electron from $b$ to $a$ and costs $2t$. The repeated bubbles in $W$ let the electron respond to the potential of its own displaced charge, and this raises the energy to $h>2t$.

**Q:** And the self-energy that follows from this $W$?

**A:** GW takes

$$\Sigma_{ij}^\sigma(E)=i\int\frac{dE'}{2\pi}\,G_{ij}^\sigma(E+E')\,W_{ij}(E').$$

The bare $U$, with the usual convergence factor $e^{iE'0^+}$, gives the exchange already counted. In the induced part, the factor $s_{ij}$ multiplies $G_{ij}$ and, since $s_{ij}^2=1$, interchanges the orbital patterns. The self-energy of $b$ therefore contains the propagator of $a$:

$$\Sigma_{bb}^\uparrow=ig^2\int\frac{dE'}{2\pi}\frac{1}{E+E'-t+i\eta}\left[\frac{1}{E'-h+i\eta}-\frac{1}{E'+h-i\eta}\right].$$

The first term in the bracket has both its poles below the axis and gives zero. The second has one pole above, at $E'=-h+i\eta$. The prefactors combine to $i\cdot i\cdot(-1)=+1$, so

$$\Sigma_{bb}^\uparrow=\frac{g^2}{E-t-h+i\eta}.$$

For $a$, the propagator is that of $b$, with its pole above the axis. Now the second bracket term vanishes. The first has the pole $E'=-E-t+i\eta$ above, where the remaining factor is $1/(-E-t-h)$. With $i\cdot i=-1$,

$$\Sigma_{aa}^\uparrow=\frac{g^2}{E+t+h-i\eta}.$$

The exact answer was zero. These terms are spurious in full.

**Q:** What do they do to the line I would measure?

**A:** The Dyson equation for $b$ is $G_{bb}^{-1}=E+t-\Sigma_{bb}$. Its poles satisfy

$$(E+t)(E-t-h)=g^2,$$

which expands to $E^2-hE-t(t+h)-g^2=0$. The discriminant is $h^2+4t^2+4th+4g^2=(h+2t)^2+4g^2$. Calling its root $S$, we get

$$E_q=\frac{h-S}{2},\qquad E_s=\frac{h+S}{2},\qquad S=\sqrt{(h+2t)^2+4g^2}.$$

Because $S>h+2t$, the lower pole obeys $E_q<-t$. The electron appears too strongly bound, with removal energy $(S-h)/2$ in place of $t$.

The weight of this line is the residue of $G_{bb}=(E-t-h)/[(E-E_q)(E-E_s)]$ at $E_q$:

$$Z=\frac{E_q-t-h}{E_q-E_s}=\frac{t+h-E_q}{S}=\frac12\left[1+\frac{h+2t}{S}\right].$$

The last step uses $t+h-E_q=(2t+h+S)/2$. The rest, $1-Z$, sits at $E_s$, on the addition side.

**Q:** So the satellite is in inverse photoemission, not in my experiment?

**A:** There is one in each. Comparing the two self-energies shows $\Sigma_{aa}(E)=-\Sigma_{bb}(-E)$. The orbital energies $\pm t$ have the same symmetry, so $G_{aa}(E)=-G_{bb}(-E)$ and

$$G_{aa}^\uparrow=\frac{Z}{E+E_q}+\frac{1-Z}{E+E_s}.$$

The first pole, at $-E_q>t$, is the shifted addition line. The second, at $-E_s$, is a removal pole of weight $1-Z$. It lies below the main removal line by $E_q-(-E_s)=E_q+E_s=h$.

Its origin is visible in $\Sigma_{aa}$, whose pole is at $-(t+h)$: the electron has left $b$, which costs $t$, and an electron has also been lifted from $b$ to $a$, which costs $h$. Both processes use the same electron. After the first, nobody is left to perform the second.

**Q:** Would a sum rule on the total intensity warn me?

**A:** Not here. The removal weights are $Z$ in the bonding channel and $1-Z$ in the antibonding channel, and they add to 1. The total is 1 because of the symmetry $G_{aa}(E)=-G_{bb}(-E)$ of this model. Here GW counts one electron correctly and distributes it wrongly: the exact occupations of $b$ and $a$ are 1 and 0.

**Q:** Give me numbers.

**A:** I take the round model values $t=1.5$ eV and $U=6$ eV, which stand for no particular material. Then

$$h=\sqrt{4(1.5)^2+2(6)(1.5)}\ \text{eV}=\sqrt{27}\ \text{eV}=5.196\ \text{eV},$$

compared with the true excitation energy $2t=3$ eV. The coupling is

$$g^2=\frac{6^2\times1.5}{2\times5.196}\ \text{eV}^2=5.196\ \text{eV}^2,$$

and the root is

$$S=\sqrt{(5.196+3)^2+4\times5.196}\ \text{eV}=9.379\ \text{eV}.$$

The GW removal energy is $(9.379-5.196)/2=2.09$ eV, or $3.35\times10^{-19}$ J. The exact value is 1.50 eV, or $2.40\times10^{-19}$ J. The error is 0.59 eV, about 39 percent of the exact removal energy. This size belongs to the model and its large $U/t$. For real one-electron systems such as H and H$_2^+$, GW built on Hartree-Fock orbitals misses the ionization energy by only about one percent in ordinary Gaussian basis sets, and the sign of the error need not be the one found here.

The main line has weight $Z=\tfrac12(1+8.196/9.379)=0.937$. The false satellite lies at $-(5.196+9.379)/2=-7.29$ eV with weight 0.063.

**Q:** Perhaps RPA screening is just poor. Would the exact $W$ repair it?

**A:** It makes the removal energy worse. Let $\chi_{ij}$ be the exact density response to an external potential. A density operator can lift our electron only from $b$ to $a$, with amplitude $\langle a|n_i|b\rangle=\pm\tfrac12$ on the two sites and energy $2t$. Therefore

$$\chi_{ij}=\frac{s_{ij}}{4}\,\frac{2(2t)}{E^2-(2t)^2}=\frac{s_{ij}\,t}{E^2-4t^2}.$$

This equals the single bubble. The exact interaction between test charges is $U+U\chi U$, without further repetition. It has the same form as before, with $h$ replaced by $2t$ and $g^2$ by $U^2t/(4t)=U^2/4$. The pole condition for $b$ becomes $(E+t)(E-3t)=U^2/4$, and its lower root is

$$E=t-\sqrt{4t^2+\frac{U^2}{4}}.$$

For our values this is $1.5-\sqrt{9+9}=-2.74$ eV, so the removal energy is 2.74 eV. The satellite weight rises to 0.146.

The reason is simple to trace. If $\delta=-t-E_q$ is the downward shift, the pole condition reads $\delta(\delta+2t+h)=g^2$. The RPA value of $h$ is larger than $2t$, and $g^2=U^2t/(2h)$ is then smaller; both reduce $\delta$. In this model one self-interaction error, the stiffened excitation, partly hides the other.

**Q:** That puzzles me. How can an exact $W$ be the wrong one to use?

**A:** It is right for a different electron. Consider adding a spin-down electron. It really does repel the up electron, which moves out of its way. I start from the Hartree-Fock levels $-t+U/2$ and $t+U/2$, both empty, and use the exact $W$. The contour integral is the one for $\Sigma_{bb}^\uparrow$, with an empty level in the propagator:

$$\Sigma_{bb}^{\downarrow}=\frac{U^2/4}{E-3t-U/2},\qquad \Sigma_{aa}^{\downarrow}=\frac{U^2/4}{E-t-U/2}.$$

These are the parts beyond the static $U/2$. In each denominator stands the level of the other orbital plus $2t$.

Now solve the two-electron problem directly. Adding $b\!\downarrow$ gives the state $b\!\uparrow b\!\downarrow$, which the repulsion mixes with $a\!\uparrow a\!\downarrow$. Each matrix element of the repulsion is $U\sum_i(\pm\tfrac12)(\pm\tfrac12)$, and for these states it equals $U/2$. Measured from the one-electron energy $-t$, the Hamiltonian matrix is

$$\begin{pmatrix}-t+U/2&U/2\\U/2&3t+U/2\end{pmatrix}.$$

The first diagonal element of $(E-\text{matrix})^{-1}$ is

$$G_{bb}^\downarrow=\frac{1}{E+t-U/2-\dfrac{U^2/4}{E-3t-U/2}}.$$

This is the Dyson result with $\Sigma_{bb}^\downarrow$. Adding $a\!\downarrow$ gives $b\!\uparrow a\!\downarrow$, which mixes with $a\!\uparrow b\!\downarrow$. Both have energy $t+U/2$ on the same scale, and the coupling has magnitude $U/2$, so the result agrees with $\Sigma_{aa}^\downarrow$ as well. The two channels do not mix, by the symmetry between the sites. The whole spin-down Green's function is exact. This exactness rests on two properties of the symmetric dimer. Each addition state mixes with only one other state, so the self-energy beyond the static part has a single pole. And $b$ and $a$ have the same density on each site, so every repulsion integral that does not vanish by symmetry has magnitude $U/2$; the Hartree-Fock level plus $2t$ then puts that pole at the true energy of the other state. Larger or less symmetric systems do not in general have both.

For our values the lowest down addition energy is 0.26 eV both ways, while GW with RPA screening gives 0.91 eV.

**Q:** So the same field is correct for a down electron and wrong for the up electron?

**A:** Yes. I call this error self-screening, and the comparison shows where it lies. It is no mistake that the electron appears in the polarizability: a foreign charge does polarize it. The mistake is to let that polarization act back on the electron that produced it.

The intermediate states say the same. For spin down, $\Sigma_{bb}^\downarrow$ describes $a\!\uparrow a\!\downarrow$, a genuine state. For spin up, the same formula would describe $a\!\uparrow a\!\uparrow$, which the Pauli principle forbids.

**Q:** Which missing piece of theory knows about the Pauli principle?

**A:** The vertex. In Hedin's equations the self-energy beyond Hartree is built from $G$, $W$ and a vertex function $\Gamma$; GW replaces $\Gamma$ by its bare, local value. At second order in $U$ the missing piece can be written down. The bubble diagram between sites $i$ and $j$ contains, for equal spins and with $\tau$ the time between the two interactions,

$$-\,U^2\,G_{ij}(\tau)\,\left[G_{ij}(\tau)\,G_{ji}(-\tau)\right],$$

up to a common factor. The minus sign belongs to the closed fermion loop. In the second-order exchange diagram one line runs from $j$ to $i$, back to $j$, and again to $i$. Because the repulsion is instantaneous and on-site, its ends sit at the same two points, and it gives

$$+\,U^2\,G_{ij}(\tau)\,G_{ji}(-\tau)\,G_{ij}(\tau).$$

The sum is zero. GW keeps the first and drops the second. For a down electron the exchange diagram would need three down propagators, including a down bubble, which vanishes here. Nothing then cancels the true screening by the up electron.

**Q:** Could I just delete the electron's own bubble?

**A:** In this example, yes. If the up bubble is left out when the up self-energy is computed, no polarizability remains, $W=U$, and the exact spin-up result returns. That identifies the cause. It is not a general recipe. When electrons on different sites also repel each other, several up electrons really do respond to one another, and deleting the whole up bubble would delete that response too.

**Q:** What about iterating GW to self-consistency?

**A:** It cannot lead to the exact Green's function here. I used the exact $G^\uparrow$ as input. The exact $G^\downarrow$ has addition poles alone, so its bubble vanishes too. GW fed with the exact functions still returns a nonzero $\Sigma^\uparrow$ where zero is required, so the exact solution is not a fixed point of the iteration. I have not computed where the iteration would end.

**Q:** When is the error small enough to forget?

**A:** When $U\ll t$. Then $h\to2t$ and $g^2\to U^2/4$. In $E_q+t=g^2/(E_q-t-h)$ the denominator tends to $-4t$, so

$$E_q+t\simeq-\frac{U^2}{16t}.$$

The error starts at second order, where the missing exchange diagram enters. At $U=t=1.5$ eV the GW removal energy is 1.57 eV and the satellite weight is 0.010.

For $U\gg t$ the error, measured in units of $t$, has no bound. There $h\simeq\sqrt{2Ut}$ and $g^2\simeq U^2t/(2\sqrt{2Ut})=\sqrt{U^3t/8}$. The ratio $h/g$ falls as $U^{-1/4}$, so $S\simeq2g$ and

$$-E_q\simeq g\simeq\left(\frac{U^3t}{8}\right)^{1/4},\qquad Z\to\frac12.$$

The exact removal energy stays at $t$. At fixed $t$ the error grows without limit as $U$ grows. If instead $t\to0$ at fixed $U$, the absolute error $(U^3t/8)^{1/4}$ goes slowly to zero, and main line and satellite merge at zero energy. The approach to this limit is slow: at $U=24$ eV, which is $16t$, the removal energy has reached 4.67 eV, but the satellite weight is still 0.17. The numerical check checks the closed forms for the polarizability, the self-energies and the Green's functions against exact diagonalization and direct frequency integration at $U=6$ and $12$ eV; the two limits and the values at $U=1.5$ and $24$ eV are evaluated from those closed forms.

**Q:** Should I then distrust satellites that GW predicts for my samples?

**A:** The dimer does not justify that. In a sample with many electrons, those left behind can be excited when one is removed, and such satellites are real. Nor does this model tell you how large self-screening is in a given solid. What it does show is that a GW satellite is not by itself evidence of an excited final state. Ask which electrons remain to carry the excitation. That some remain is necessary, but it does not make the GW position or weight right: on the same dimer with two electrons and our values of $t$ and $U$, the true satellite lies 3.0 eV below the main line with weight 0.15, while GW built on the symmetric Hartree-Fock state puts it 6.7 eV below with weight 0.07. For the single electron on the dimer, there are none.

## Calculated quantities

```
hopping t = 1.5000 eV
repulsion U = 6.0000 eV
true excitation energy 2t = 3.0000 eV
RPA excitation energy h = 5.1962 eV
squared coupling g^2 = 5.1962 eV^2
coupling g = 2.2795 eV
root S = 9.3788 eV
exact removal energy = 1.5000 eV
GW removal energy = 2.0913 eV
GW error of removal energy = 0.5913 eV
exact removal energy = 2.4033e-19 J
GW removal energy = 3.3507e-19 J
GW main removal weight Z = 0.9370 (no unit)
GW removal satellite position = -7.2875 eV
GW removal satellite weight = 0.0630 (no unit)
GW up addition main line = 2.0913 eV
GW up addition satellite = 7.2875 eV
exact-W up removal energy = 2.7426 eV
exact-W up satellite position = -5.7426 eV
exact-W up satellite weight = 0.1464 (no unit)
exact-W b occupation, quadrature = 0.8536 (no unit)
exact-W a occupation, quadrature = 0.1464 (no unit)
static shift for down spin U/2 = 3.0000 eV
exact lowest down addition = 0.2574 eV
exact-W lowest down addition = 0.2574 eV
GW lowest down addition = 0.9087 eV
scan: U (eV), GW removal energy (eV), satellite (eV), its weight
   1.50    1.5681   -5.2424    0.0100
   3.00    1.7134   -5.9560    0.0278
   6.00    2.0913   -7.2875    0.0630
  12.00    2.9437   -9.6519    0.1146
  24.00    4.6652  -13.6652    0.1727
small-U test: U = 1.5000e-03 eV
small-U GW pole shift = -9.3715e-08 eV
small-U law -U^2/(16t) = -9.3750e-08 eV
```
